# Critical thickness of a film on a thin, freely sliding substrate

## The situation

A semiconductor film grown on a crystal with a slightly different lattice spacing can at first be strained to match it. Elastic energy builds up with thickness, and beyond a critical thickness misfit dislocations can lower the total energy. On a bulk wafer the film carries all the strain. If the substrate is itself a thin layer resting on a soft glass, it can stretch or shrink with the film and take part of the strain. How much thicker may the film then become?

Let the film have thickness $h$ and the substrate thickness $s$, with $D=h+s$. Let $h_b$ be the critical thickness on a bulk substrate and $h_c$ that on the thin one. If the line energy of the dislocation stays at its bulk value, and under further conditions stated below,

$$\frac1{h_c}=\frac1{h_b}-\frac1s\qquad(s>h_b),$$

and for $s\le h_b$ there is no finite critical thickness.

The model uses small strains and isotropic elasticity, with equal elastic constants in both layers at first. The pair is held flat but slides without friction. "Critical" means the equilibrium threshold for a first, isolated misfit dislocation. The formulas hold in any consistent units, including atomic units.

## Sharing the strain

Let $\mu$ be the shear modulus and $\nu$ Poisson's ratio. Hooke's law is $\sigma_{ij}=\lambda\delta_{ij}\,\mathrm{tr}\,e+2\mu e_{ij}$, with $\lambda=2\mu\nu/(1-2\nu)$. Each layer has in-plane strains $e_{xx}=e_{yy}=e$ and no normal stress, so

$$0=\lambda(2e+e_{zz})+2\mu e_{zz}\;\Rightarrow\; e_{zz}=-\frac{2\lambda}{\lambda+2\mu}e=-\frac{2\nu}{1-\nu}e .$$

Then $2e+e_{zz}=2e(1-2\nu)/(1-\nu)$, and the in-plane stress is

$$\sigma=\frac{4\mu\nu}{1-\nu}e+2\mu e=Me,\qquad M=2\mu\frac{1+\nu}{1-\nu}.$$

The energy density is $\tfrac12(\sigma e+\sigma e)=Me^2$.

Let the unstrained film be longer than the unstrained substrate by the fraction $f>0$. If the bonded pair has strain $\varepsilon$ relative to the unstrained substrate, then $e_s=\varepsilon$ and $e_f=\varepsilon-f$. Free sliding means that no net in-plane force acts on the pair:

$$Mh(\varepsilon-f)+Ms\,\varepsilon=0 .$$

Hence

$$e_s=\frac{fh}{D},\qquad e_f=-\frac{fs}{D}.$$

The film is compressed and the substrate stretched; the thinner layer takes the larger strain. The energy per area is

$$W=M\left(h\frac{f^2s^2}{D^2}+s\frac{f^2h^2}{D^2}\right)=Mf^2\frac{hs(s+h)}{D^2}=Mf^2h_{\rm eff},$$

$$h_{\rm eff}=\frac{hs}{h+s},\qquad \frac1{h_{\rm eff}}=\frac1h+\frac1s .$$

The pair stores the energy of a film of thickness $h_{\rm eff}$ on a bulk substrate.

## The first dislocation

Take a dislocation line along $y$ at the interface, made by slip on a plane from the interface to the film surface. Its Burgers vector has length $b$ and a component $b_x$ along the surface and normal to the line, with the sign that relieves the misfit.

The slip plane has unit normal $(n_x,0,n_z)$. The traction on it is $\sigma n_x$ along $x$, so the work per area of slip is $|\sigma|\,|n_x|b_x$. The plane has length $h/|n_x|$ across the film. The inclination cancels, and the work gained per length of line is

$$G=|\sigma|b_xh=M\frac{fs}{D}b_xh=Mfb_xh_{\rm eff}.$$

The full misfit stress enters, without a factor one half, because it is already present while the slip takes place. The flat support adds no work: it exerts no shear traction and allows no normal displacement. The force in the substrate gives the same value, $Me_sb_xs$, since the two layer forces balance.

Let $E_d$ be the energy per length of the dislocation by itself. The threshold is

$$Mfb_xh_{\rm eff}=E_d .$$

For $s\to\infty$, $h_{\rm eff}\to h$ and the bulk threshold is $Mfb_xh_b=E_d^{\rm bulk}$. If $E_d=E_d^{\rm bulk}$, division gives $h_{\rm eff}=h_b$, or

$$\frac1{h_c}+\frac1s=\frac1{h_b},$$

which is the stated rule. The equality of line energies is a separate assumption; strain sharing alone does not supply it.

**Limits.** For $s\gg h_b$,

$$h_c=\frac{h_b}{1-h_b/s}\simeq h_b\left(1+\frac{h_b}s\right).$$

As $s$ falls to $h_b$, $h_c$ diverges. The reason is that $h_{\rm eff}<s$ for every finite $h$: a very thick film hands nearly all the misfit to the substrate, and the work gained levels off at $Mfb_xs$. If $s\le h_b$, this never exceeds the cost.

**Sensitivity.** Differentiating the rule at fixed $s$ gives $\delta h_c/h_c^2=\delta h_b/h_b^2$, so

$$\frac{\delta h_c}{h_c}=\frac{h_c}{h_b}\,\frac{\delta h_b}{h_b}.$$

A small relative error in $h_b$ is magnified by $h_c/h_b$.

## The line energy

**Screw part.** A screw dislocation has shear strain $\gamma=b/2\pi r$. Integrating $\tfrac12\mu\gamma^2$ over a ring from $r_0$ to $R$ gives

$$\int_{r_0}^{R}\frac{\mu b^2}{8\pi^2r^2}\,2\pi r\,dr=\frac{\mu b^2}{4\pi}\ln\frac R{r_0}.$$

**Edge part.** Use local axes $X$ along the Burgers vector and $Y$ normal to the slip plane. Stresses derived from $\phi=-AY\ln r$ by $\sigma_{XX}=\phi_{YY}$, $\sigma_{YY}=\phi_{XX}$, $\sigma_{XY}=-\phi_{XY}$ are in equilibrium. They are compatible because $\nabla^2\phi=-2AY/r^2$ is harmonic away from the line. Differentiation gives

$$\sigma_{XX}=-\frac{AY(3X^2+Y^2)}{r^4},\qquad \sigma_{XY}=\frac{AX(X^2-Y^2)}{r^4}.$$

In plane strain, $e_{XX}=[\sigma_{XX}-\nu(\sigma_{XX}+\sigma_{YY})]/2\mu$. Along a line of fixed $Y>0$, both $\sigma_{XX}$ and $\sigma_{XX}+\sigma_{YY}$ integrate to $-2\pi A$, so the length change is $-\pi A(1-\nu)/\mu$. Below the slip plane it has the opposite sign. The difference must be $b$, hence

$$A=\frac{\mu b}{2\pi(1-\nu)}.$$

On the slip plane $\sigma_{XY}=A/X$. Opening the slip gradually costs half the final stress times $b$:

$$\frac b2\int_{r_0}^{R}\frac AX\,dX=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac R{r_0}.$$

The work on the inner and outer circles cancels: forces per angle are equal and opposite there, and the displacements differ by a rigid shift, on which a zero net force does no work.

**Mixed line.** If $b$ makes an angle $\beta$ with the line, the screw and edge parts are $b\cos\beta$ and $b\sin\beta$. They involve different stress components, so their energies add:

$$K=\frac{\mu b^2}{4\pi}\left(\cos^2\beta+\frac{\sin^2\beta}{1-\nu}\right)=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}.$$

For a bulk substrate I take $E_d=K[\ln(h/b)+1]$. The film thickness is the outer length, and the added 1 is a chosen core constant. The bulk threshold is then

$$h_b=\ell\left[\ln\frac{h_b}b+1\right],\qquad \ell=\frac K{Mfb_x}.$$

The upper root is meant; the lower one lies at atomic size, where this theory has no meaning.

## Worked example

The parameters are round values in the regime of a silicon-germanium film with about one fifth germanium on thin silicon: $f=0.008$, $\mu=400$ eV/nm³, $\nu=0.28$, $b=0.384$ nm and $s=20$ nm. For the usual 60° dislocation on a (001) surface, $b$ is inclined at 45° to the surface and $b_x=b/2=0.192$ nm.

These give $M=1422$ eV/nm³, $K=6.063$ eV/nm and

$$\ell=\frac{6.063}{1422\times0.008\times0.192}=2.775\ \text{nm}.$$

The upper root is $h_b=12.42$ nm (124 Å), as substitution confirms: $2.775\,[\ln(12.42/0.384)+1]=12.42$. The line energy there is $27.14$ eV/nm. If it keeps this value on the thin substrate,

$$\frac1{h_c}=0.08049-0.05000=0.03049\ \text{nm}^{-1},\qquad h_c=32.8\ \text{nm}\ (328\ \text{Å}).$$

The critical thickness has grown by a factor 2.64. At this point the film strain has magnitude 0.0030 and the substrate strain 0.0050, so the substrate carries more than half the misfit.

As a test, the three-dimensional elastic energy of the two layers was minimised numerically. The work $G$ was found from its change with misfit in one direction, and the thickness at which $G=27.14$ eV/nm was located. The results agree with the rule:

| $s$ (nm) | $h_c$ (nm) |
|---|---|
| 15 | 72.4 |
| 20 | 32.8 |
| 40 | 18.0 |
| 100 | 14.2 |

For $s=10$ nm, below $h_b$, the largest work found for films up to $10^6$ nm thick was 21.8 eV/nm. This is less than the cost, so no threshold appears.

## When the line energy changes

The rule survives a logarithm if its outer length is $h_{\rm eff}$: the equation for $h_{\rm eff}$ is then the same as that for $h_b$. For a screw dislocation this is close to the truth.

Put the screw at height $z=0$, with free surfaces at $z=h$ and $z=-s$. Images of strength $+b$ at $2nD$ and $-b$ at $2h+2nD$, with $n$ running over the integers, cancel the tractions. The sum $\sum_n1/(z-2nD)=(\pi/2D)\cot(\pi z/2D)$, taken symmetrically, gives the shear stress above the line,

$$\tau=\frac{\mu b}{4D}\left[\cot\frac{\pi z}{2D}-\cot\frac{\pi(z-2h)}{2D}\right].$$

Its energy is

$$\frac b2\int_{r_0}^{h}\tau\,dz=\frac{\mu b^2}{4\pi}\left[\ln\left|\frac{\sin(\pi z/2D)}{\sin(\pi(z-2h)/2D)}\right|\right]_{r_0}^{h}.$$

The upper limit gives zero. For small $r_0$ the lower one gives

$$\frac{\mu b^2}{4\pi}\ln\frac{2R}{r_0},\qquad R=\frac D\pi\sin\frac{\pi h}D .$$

In the bulk limit $R\to h$, so $R$ replaces $h$ in the logarithm. The ratio $R/h_{\rm eff}$ tends to 1 when either layer is much thinner than the other and is $4/\pi$ when they are equal.

Using $R$ for the whole 60° dislocation would raise the line energy at threshold to 28.8 eV/nm, about 6% above the bulk value, and move $h_c$ from 32.8 to 38.8 nm, about 18%. The magnification found above accounts for most of this difference. These numbers show the sensitivity, not the true shift, because the edge part has a different image field.

Beside a rigid, frictionless support, the part of $b$ normal to the surface has an image of the same sign, which repels it. The line energy then keeps growing with film thickness while the work levels off, so the threshold can move far up or vanish even for $s>h_b$. With the image fields of all parts of $b$ included and the same core constant, the example has no threshold at all at $s=20$ nm. At $s=40$ and 100 nm the threshold exists and lies about 17% and 5% above the rule. The rule is therefore safest when $s$ is many times $h_b$. At $s=20$ nm the value of 32.8 nm shows only what would follow from equal line energies; it is not a prediction for a real film.

## When the pair can bend

Flatness matters too. Take a piece small enough to bend equally in both in-plane directions. Let $\zeta$ be the height from the mid-plane and add $\kappa\zeta$ to both in-plane strains. Since $\zeta$ averages to zero over the pair, this changes the energy per area by

$$M\left[\kappa^2\frac{D^3}{12}-2\kappa f\int_{\rm film}\zeta\,d\zeta\right]=M\left[\kappa^2\frac{D^3}{12}-\kappa fhs\right],$$

because the film's centre lies at $\zeta=s/2$. The minimum is at $\kappa=6fhs/D^3$, where the change is $-3Mf^2h^2s^2/D^3$. The force in the film falls by $M\kappa hs/2=3Mfh^2s^2/D^3$. Energy and work therefore both have $h_{\rm eff}$ replaced by

$$h_{\rm eff}\left(1-\frac{3h_{\rm eff}}D\right)=s\,\frac{r(r^2-r+1)}{(1+r)^3},\qquad r=\frac hs .$$

Its derivative with respect to $r$ is $s(2r-1)^2/(1+r)^4\ge0$, so it never falls as the film thickens, and it tends to $s$. With the line energy fixed at its bulk value, a threshold still requires $s>h_b$, but in the example it moves from 32.8 nm to about 158 nm. A small piece released at 32.8 nm would bend into a dome of radius about 4.7 µm. A wide sheet cannot form a dome without further stretching; it tends to roll up instead, with a different radius. The reciprocal rule therefore does not describe a free membrane.

## Unequal stiffness

With moduli $M_f$ and $M_s$, force balance reads $M_fh(\varepsilon-f)+M_ss\varepsilon=0$, so $|e_f|=fM_ss/(M_fh+M_ss)$. Setting $M_f|e_f|b_xh=M_ffb_xh_b$, with the line energy fixed, and inverting gives

$$\frac1{h_c}=\frac1{h_b}-\frac{M_f/M_s}{s}.$$

A film 5% softer than the substrate, at the same $h_b$, has $h_c=30.3$ nm. The stiffer substrate takes less of the strain. This comparison holds $h_b$ fixed. A softer film may also have a larger $h_b$, which can cancel or reverse the change: with $K$ unchanged, $h_b$ rises to 13.3 nm and $h_c$ to 35.9 nm.

## Beside real layers

The misfit and Burgers length are roughly those of the named alloy on silicon; the isotropic modulus is a rough stand-in for an anisotropic crystal. This matters here: the biaxial modulus of (001) silicon is about 180 GPa, against 228 GPa in the example. With $K$ unchanged, the lower value gives $h_b\approx16.8$ nm and, by the rule, $h_c\approx104$ nm. This last figure is fragile, since errors in $h_b$ are now magnified about six times: the anisotropic line-energy prefactor of silicon, about 5.88 eV/nm in place of 6.06, gives $h_b\approx16.1$ nm and $h_c$ near 82 nm. Free sliding is also open to doubt. For a strip of half-width $L$ on glass of thickness $t_g$ and viscosity $\eta$, let $u$ be the displacement still to be relaxed. Across a long strip $e_{yy}$ stays fixed, and the condition $\sigma_{zz}=0$ gives the modulus $B=2\mu/(1-\nu)$. Balancing membrane force against glass drag gives $BD\,u''=\eta\dot u/t_g$. With a fixed centre and force-free edges the slowest mode is $\sin(\pi x/2L)$, which decays in the time $4\eta L^2/(\pi^2BDt_g)$. For $L=5000$ nm, $t_g=200$ nm and $D=52.8$ nm, a decay time of 600 s requires $\eta=1.1\times10^{11}$ Pa s; a more viscous glass is slower. This is one decay time for sharing the strain across the strip. If the misfit is unshared at the start, nearly half of the strain to be shared at the centre still remains after it, so several such times are needed. Along the strip's much greater length sharing takes far longer, and until then dislocation lines running across the strip keep a threshold near the bulk one (about 14 nm in the example once sharing across the strip is complete, through the Poisson coupling). A strip still compressed along its length may also wrinkle on the soft glass, and the flat model then fails. Pure silica at 900 K is far more viscous than this, so a softer, doped glass or a higher temperature is needed. If the glass does not yield during growth, the film carries the whole misfit and the threshold returns to near its bulk value: about 12 nm with the example's modulus, or 17 nm with the lower one.

Two thermal effects remain. A rough expansion difference of $7\times10^{-7}$ K⁻¹ between 300 and 900 K raises the misfit to 0.0084 and lowers $h_c$ to 27.8 nm; with the lower modulus and $K$ unchanged it lowers $h_c$ from 104 to about 74 nm. Dislocation motion is also slow in the cold: with a rough glide barrier of 2.2 eV, and stress and prefactor held fixed, glide at 900 K is about 1200 times slower than at 1200 K. A film may thus stay strained beyond its equilibrium threshold and relax in a later anneal. Nucleation, elastic anisotropy and interactions between dislocations are left out. Most of the values quoted here are collected in the numerical output below.

## Computed values

```
misfit f = 0.0080 (dimensionless)
shear modulus mu = 400 eV/nm^3
Poisson ratio nu = 0.28 (dimensionless)
biaxial modulus M = 1422.2 eV/nm^3
Burgers length b = 0.384 nm
angle of b to line = 60 degrees
in-plane edge part b_x = 0.192 nm
line-energy prefactor K = 6.063 eV/nm
length K/(M f b_x) = 2.7753 nm
bulk critical thickness h_b = 12.424 nm = 124.24 angstrom
line energy at bulk threshold = 27.141 eV/nm
substrate thickness s = 20.0 nm
1/h_b = 0.08049 1/nm
1/s = 0.05000 1/nm
1/h_c = 0.03049 1/nm
thin-substrate h_c = 32.80 nm = 328.0 angstrom
ratio h_c/h_b = 2.640 (dimensionless)
film strain magnitude at h_c = 0.00303 (dimensionless)
substrate strain magnitude at h_c = 0.00497 (dimensionless)
elastic energy at h_c = 1.1309 eV/nm^2
energy-root h_c at s = 15 nm: 72.35 nm
energy-root h_c at s = 20 nm: 32.80 nm
energy-root h_c at s = 40 nm: 18.02 nm
energy-root h_c at s = 100 nm: 14.19 nm
s = 10 nm: largest work in scan = 21.845 eV/nm
image estimate: h_c = 38.78 nm
image estimate: line energy = 28.825 eV/nm
free bending: h_c = 157.5 nm
free bending: radius at flat h_c = 4675 nm
film/substrate stiffness ratio = 0.95 (dimensionless)
softer film: h_c = 30.31 nm
thermal expansion difference = 7.0e-07 1/K
reference temperature = 300 K
growth temperature = 900 K
misfit at growth temperature = 0.00842 (dimensionless)
hot bulk h_b = 11.630 nm
hot thin-substrate h_c = 27.79 nm
strip half-width = 5000 nm
glass thickness = 200 nm
sliding time allowed = 600 s
largest glass viscosity = 1.11e+11 Pa s
glide barrier = 2.2 eV
anneal temperature = 1200 K
glide slowing, anneal to growth = 1202 (factor)
```
